# When Weighted Sums over Irreducible Wave Vectors Must Be Symmetrized, part 2

A band calculation for a symmetric crystal sums $X(k)$ over $N_k$ mesh wave vectors using one representative per symmetry orbit. When is this weighted ("bare") sum the answer, and when must it be averaged over the symmetry operations?

Algebra uses atomic units ($\hbar = e = m_e = 1$); numbers are in eV and Å. The crystal is non-magnetic, without spin–orbit coupling, with two electrons per band state. $V$ is the cell volume, $f$ the Fermi function of the band energy $\varepsilon_{nk}$, with parameters $\mu$ and $k_BT$.

$G_0$ is the space group without lattice translations, with elements $\{R|\mathbf t\}$: $\mathbf r\to R\mathbf r+\mathbf t$. $G$ adds $\theta=\pm1$ ($-1$ for time reversal), with $gk=\theta Rk$. The mesh is invariant (assumption 1), $X(k+K)=X(k)$ for reciprocal lattice vectors $K$ (assumption 2), and $X(gk)=D(g)X(k)$ with linear $D(g)$ (assumption 3). $G_k$ is the subgroup fixing $k$ modulo $K$.

$$X_{\rm full} = \frac{1}{N_k}\sum_{\rm mesh}X(k), \qquad X_w = \sum_{\rm rep}w_kX(k), \qquad w_k = \frac{|G|}{|G_k|N_k}, \qquad P = \frac{1}{|G|}\sum_{g\in G}D(g).$$

Proved: (a) $X_{\rm full} = PX_w$ for any choice of representatives; (b) $X_w = X_{\rm full}$ if and only if $(1-P)X_w = 0$; (c) a linear functional $\ell$ with $\ell(D(g)x) = \ell(x)$ for all $g$ and $x$ satisfies $\ell(X_w) = \ell(X_{\rm full})$.

Velocities $\mathbf v=\nabla_k\varepsilon$ obey $\mathbf v(\theta Rk) = \theta R\,\mathbf v(k)$. The conductivity is $\sigma_{ij}=\tau T_{ij}$, with relaxation time $\tau$ and

$$T_{ij}(k) = \frac{2}{V}\sum_n v_i v_j\,(-f'), \qquad f'=df/d\varepsilon.$$

For $\tau=10$ fs, $\sigma/T=3.6981\times10^{7}$ S/m per eV/Å.

For cubic groups, $P(M) = \tfrac13(\operatorname{Tr}M)\,\mathbb 1$. The tetrahedral rotations are $S^mC_b$, $m=0,1,2$, with $C_0 = 1$, $C_1 = {\rm diag}(-1,-1,1)$, $C_2 = {\rm diag}(-1,1,-1)$, $C_3 = {\rm diag}(1,-1,-1)$ and $S:(x,y,z)\to(z,x,y)$.

The earlier example (A in the final output) is the cosine band $\varepsilon(k) = -2t\,(\cos k_xa + \cos k_ya + \cos k_za)$, on $N^3$ meshes with $N=12,24,48$. In its wedge every $v_i\ge0$, so bare off-diagonal $T_{ij}$ are positive. Its tetragonal variant has hopping $t_z$ along $z$; its low-filling limit is a spherical Fermi surface with $\mathbf v=|\mathbf v|\,\mathbf n$.

## Stress and forces in a cell with several atoms

An operation of the space group moves atoms as well as directions. With atoms at $\boldsymbol\tau_a$,

$$R\boldsymbol\tau_a + \mathbf t = \boldsymbol\tau_{p(a)} + \mathbf L_a ,$$

where $\mathbf L_a$ is a lattice vector and $p$ is a permutation. The derivation is carried out for one $s$ orbital per atom with a real hopping $t(d)$ that depends on the bond length. A directed bond $(a,b,\mathbf L)$ has vector $\mathbf d = \boldsymbol\tau_b + \mathbf L - \boldsymbol\tau_a$ and length $d$, both directions of each bond are listed, and

$$H_{ab}(k) = \sum_{\mathbf L}t(d)\,e^{ik\cdot\mathbf d}, \qquad \Omega = -\frac{2k_BT}{N_k}\sum_{nk}\ln\!\big[1 + e^{-(\varepsilon_{nk}-\mu)/k_BT}\big].$$

$\Omega$ is the band grand potential per cell. A repulsive pair term involves no sum over $k$ and is left out, so the forces and stress below are the band contributions only. For any structural parameter $\lambda$, differentiating the logarithm at fixed $\mu$ gives $\partial\Omega/\partial\lambda = \frac{2}{N_k}\sum f_{nk}\,\partial\varepsilon_{nk}/\partial\lambda$. The free energy at fixed electron number $N_e$, $\Omega + \mu N_e$, has the same derivative, because the extra term $(\partial\Omega/\partial\mu + N_e)\,d\mu/d\lambda$ vanishes by $\partial\Omega/\partial\mu = -N_e$.

The position-dependent phases are handled by writing $H_{ab} = e^{-ik\cdot\tau_a}H^0_{ab}e^{ik\cdot\tau_b}$ with $H^0_{ab} = \sum_{\mathbf L}t(d)e^{ik\cdot\mathbf L}$. This is a unitary transformation, so $H$ and $H^0$ have the same eigenvalues, and $H^0$ depends on atomic positions only through $t(d)$. With eigenvectors $c^0_{an}$ the Hellmann–Feynman theorem gives

$$\sum_nf_n\frac{\partial\varepsilon_n}{\partial\lambda} = \sum_{ab}\sum_nf_n\,c^{0*}_{an}\frac{\partial H^0_{ab}}{\partial\lambda}c^0_{bn} = \sum_{\rm bonds}\rho^0_{ba}\,e^{ik\cdot\mathbf L}\,t'(d)\frac{\partial d}{\partial\lambda}, \qquad \rho^0_{ba} = \sum_nc^0_{bn}f_nc^{0*}_{an}.$$

The density matrix $\rho^0 = f(H^0)$ is a matrix function and does not depend on the basis chosen among degenerate states. The density matrix of $H$ is $\rho_{ba} = e^{-ik\cdot\tau_b}\rho^0_{ba}e^{ik\cdot\tau_a}$, so $\rho_{ba}e^{ik\cdot\mathbf d} = \rho^0_{ba}e^{ik\cdot\mathbf L}$. The right side is periodic in $k$ because $e^{iK\cdot\mathbf L} = 1$, which supplies assumption 2.

For a displacement of atom $c$, $\partial d/\partial\boldsymbol\tau_c = \hat{\mathbf d}\,(\delta_{cb} - \delta_{ca})$. For a symmetric strain, $\mathbf d\to(1+\epsilon)\mathbf d$ gives $\partial d/\partial\epsilon_{ij} = d_id_j/d$, and $k\cdot\mathbf L$ is unchanged when $k$ is held fixed in units of the reciprocal vectors. With $\mathbf F_c = -\partial\Omega/\partial\boldsymbol\tau_c$ and $s_{ij} = V^{-1}\partial\Omega/\partial\epsilon_{ij}$, so that the pressure is $-\operatorname{Tr}s/3$, the summands are

$$\mathbf F_c(k) = -2\sum_{\rm bonds}\beta(k)\,t'(d)\,\hat{\mathbf d}\,(\delta_{cb}-\delta_{ca}), \qquad s_{ij}(k) = \frac2V\sum_{\rm bonds}\beta(k)\,t'(d)\frac{d_id_j}{d}, \qquad \beta = \operatorname{Re}\big[\rho_{ba}e^{ik\cdot\mathbf d}\big].$$

The real part may be taken because the reversed bond $(b,a,-\mathbf L)$ contributes $\rho_{ab}e^{-ik\cdot\mathbf d}$, the complex conjugate, with the same coefficient: $d_id_j$ is even in $\mathbf d$, and in the force both $\hat{\mathbf d}$ and the difference of deltas change sign. The site population is $n_a(k) = 2\rho_{aa}(k)$.

Covariance follows from the action on bonds. Subtracting the transformation laws of atoms $b$ and $a$ cancels $\mathbf t$:

$$R\mathbf d = \boldsymbol\tau_{p(b)} + (\mathbf L_b + R\mathbf L - \mathbf L_a) - \boldsymbol\tau_{p(a)} .$$

The operation maps the bond $(a,b,\mathbf L)$ one-to-one onto a bond from $p(a)$ to $p(b)$ with vector $R\mathbf d$ and the same length. Since $(Rk)\cdot(R\mathbf d) = k\cdot\mathbf d$, each term of $H_{p(a)p(b)}(Rk)$ equals a term of $H_{ab}(k)$, and the two are equal. A simultaneous permutation of rows and columns is a unitary transformation, so the eigenvalues agree, $\rho_{p(b)p(a)}(Rk) = \rho_{ba}(k)$, and $\beta$ of the image bond at $Rk$ equals $\beta$ of the original bond at $k$. In $\mathbf F_{p(c)}(Rk)$ the sum is now run over image bonds, with $\hat{\mathbf d}$ replaced by $R\hat{\mathbf d}$ and $\delta_{p(c)p(b)} = \delta_{cb}$:

$$\mathbf F_{p(c)}(Rk) = R\,\mathbf F_c(k), \qquad s(Rk) = R\,s(k)R^T, \qquad n_{p(c)}(Rk) = n_c(k).$$

The fractional translation never appears in these laws, but it fixes $p$. For time reversal, real $t(d)$ gives $H(-k) = H(k)^*$, hence equal eigenvalues, $\rho(-k) = \rho(k)^*$, and $\beta(-k) = \operatorname{Re}[\rho_{ba}e^{ik\cdot\mathbf d}]^* = \beta(k)$. Forces, stress and populations are even under $\theta$. Time reversal joins $k$ and $-k$ into one orbit as an inversion would, but its $D$ is the identity on forces, not $-1$. The sum over $\theta$ in $P$ then cancels the factor 2 in $|G| = 2|G_0|$, and setting $b = p(c)$,

$$\mathbf F_b = \frac{1}{|G_0|}\sum_{g\in G_0}R_g\,\mathbf F^w_{p_g^{-1}(b)} = \frac{1}{|G_0|}\sum_{g\in G_0}R_g^{-1}\,\mathbf F^w_{p_g(b)} ,$$

the second form following from the relabelling $g\to g^{-1}$.

## A four-atom cubic metal

The structure has a cubic cell with $a = 4$ Å and four atoms at the fractional positions $(u,u,u)$, $(\frac12-u,-u,\frac12+u)$, $(-u,\frac12+u,\frac12-u)$, $(\frac12+u,\frac12-u,-u)$, numbered 0 to 3, with $u = 0.05$. At $u=0$ this is the face-centred cubic lattice. For $u = 0.05$ the space group is $P2_13$, and a search over all 48 signed permutations with all admissible translations finds 12 operations, all proper rotations. The hopping is $t(d) = -t_0e^{-(d-r_0)/\lambda}$ with $t_0 = 1$ eV, $r_0 = 2.8$ Å, $\lambda = 1$ Å, kept for the 12 nearest neighbours, and $\mu = 0$, $k_BT = 0.2$ eV. From atom 0 to atom 1 the fractional separations are $(0.4,-0.1,\pm0.5)$ and $(-0.6,-0.1,\pm0.5)$, so the bond lengths are $4\sqrt{0.42} = 2.5923$ Å and $4\sqrt{0.62} = 3.1496$ Å, with hoppings $-e^{0.2077} = -1.2308$ eV and $-e^{-0.3496} = -0.7050$ eV.

The rotation $C_1$ with translation $(\frac12,0,\frac12)$ sends atom 0 to $(\frac12-u,-u,\frac12+u)$, which is atom 1, and atom 2 to $(\frac12+u,-\frac12-u,1-u)$, which is atom 3 up to a lattice vector. Its permutation sends $0,1,2,3$ to $1,0,3,2$. In the same way $C_2$ with $(0,\frac12,\frac12)$ sends atom 0 to atom 2, and $C_3$ with $(\frac12,\frac12,0)$ sends atom 0 to atom 3. The rotation $S$ needs no translation, fixes atom 0, and sends $1,2,3$ to $3,1,2$.

The mesh is $8^3$, with fractional components equal to odd multiples of $1/16$. With time reversal $|G| = 24$, and the matrices $\theta R$ are the cyclic permutations with all eight sign patterns. No component equals 0 or $\frac12$, so no point is fixed by an operation that reverses a component in place, nor by one whose cube is $-1$. Points with $|k_x| = |k_y| = |k_z|$ are fixed by a threefold rotation and form orbits of $24/3 = 8$. There are four of them, one per magnitude, and the remaining $512 - 32 = 480$ points form 20 orbits of 24, which makes 24 irreducible points. The representatives used below have positive components with $k_x$ the largest; when the two largest components are equal, the member with $k_x = k_y > k_z$ is taken. The other choice, $k_x = k_z > k_y$, gives different bare values and the same symmetrized ones. The smallest band spacing on the mesh is $0.0950$ eV, so the velocities are well defined. This mesh is not converged: on a $48^3$ mesh of the same kind the force component $0.4216$ found below becomes $0.4437$ eV/Å, the pressure $-25.2$ becomes $-25.1$ GPa, and the transport diagonal $0.1644$ becomes about $0.195$ eV/Å. The comparison is between sums over one mesh, for which statement (a) is exact, and "true" below means the full-mesh value on that mesh.

The forces, in eV/Å, are the following. The reference is the central finite difference of $\Omega$ on all 512 points, which uses neither symmetry nor the force formula.

| atom | bare | symmetrized and finite difference |
|---|---|---|
| 0 | $(0.7149, -0.3320, 0.5140)$ | $0.4216\,(1,1,1)$ |
| 1 | $(-0.8543, 0.1737, 0.5556)$ | $0.4216\,(-1,-1,1)$ |
| 2 | $(-0.7478, 0.1897, -0.4963)$ | $0.4216\,(-1,1,-1)$ |
| 3 | $(0.8873, -0.0314, -0.5733)$ | $0.4216\,(1,-1,-1)$ |

Atom 0 lies on a threefold axis, and the bare force on it points off the axis. Its $y$ component has the wrong sign and is in error by $0.4216+0.3320 = 0.7536$ eV/Å, more than the true magnitude $0.4216\sqrt3 = 0.7302$ eV/Å.

The projection can be done by hand. The elements that send atom 0 to atom $b$ have rotations $C_bS^m$, $m = 0,1,2$, since $S^m$ fixes atom 0 and $C_b$ then carries it to $b$. The inverse rotation is $S^{-m}C_b$. The sum $1+S+S^2$ is the matrix with every entry equal to 1, which sends a vector $\mathbf y$ to $(1,1,1)$ times $\mathbf e_0\cdot\mathbf y$, with $\mathbf e_0 = (1,1,1)$. Define $\mathbf e_b = C_b\mathbf e_0$, the four sign patterns in the last column. The second form of the force formula gives

$$\mathbf F_0 = \frac1{12}\sum_b(1+S+S^2)\,C_b\mathbf F^w_b = \frac{\mathbf e_0}{12}\sum_b\mathbf e_0\cdot C_b\mathbf F^w_b = \frac{\mathbf e_0}{12}\sum_b\mathbf e_b\cdot\mathbf F^w_b ,$$

where the last step uses $C_b^T = C_b$. The four scalar products are $0.7149-0.3320+0.5140 = 0.8969$, $0.8543-0.1737+0.5556 = 1.2362$, $0.7478+0.1897+0.4963 = 1.4338$ and $0.8873+0.0314+0.5733 = 1.4920$. Their sum is $5.0589$, and $5.0589/12 = 0.4216$.

The sum $\sum_b\mathbf e_b\cdot\mathbf F_b$ has a physical meaning. Differentiating the four positions shows $\partial\boldsymbol\tau_b/\partial(au) = \mathbf e_b$, so the sum is $-d\Omega/d(au)$. The pattern $\mathbf e_b$ is invariant, since the structure keeps its symmetry as $u$ changes, so this is an invariant functional and statement (c) applies. The bare forces give $d\Omega/d(au) = -5.05887$ eV/Å, and the finite difference in $u$ gives the same figure. The band term drives $u$ upward.

Two incorrect averages can be evaluated with the same algebra. Rotating without permuting gives $\frac1{12}\sum_gR_g\mathbf F^w_0$, and $\sum_bC_b = 0$ because each diagonal position holds two entries $+1$ and two entries $-1$. The sum over all 12 rotations is $(1+S+S^2)\sum_bC_b = 0$, so every force vanishes and a structure under load looks relaxed. Treating $k\to-k$ as a spatial inversion on forces would likewise add each term to its negative. Pairing $R_g$ with $p_g$ instead of $p_g^{-1}$ reverses the order of the factors:

$$\frac1{12}\sum_bC_b(1+S+S^2)\mathbf F^w_b = \frac1{12}\sum_b\mathbf e_b\,(\mathbf e_0\cdot\mathbf F^w_b).$$

The component sums $\mathbf e_0\cdot\mathbf F^w_b$ are $0.8969$, $-0.1250$, $-1.0544$ and $0.2826$. The $x$ component is $(0.8969+0.1250+1.0544+0.2826)/12 = 0.1966$, the $y$ component is $(0.8969+0.1250-1.0544-0.2826)/12 = -0.0263$, and the $z$ component is $(0.8969-0.1250+1.0544-0.2826)/12 = 0.1286$ eV/Å. This vector has neither the direction nor the size of the true force.

The bare stress, in eV/Å$^3$, is $0.08284$, $0.18629$, $0.20280$ on the diagonal and $-0.02389$, $-0.02682$, $-0.05319$ for $xy$, $xz$, $yz$. The cubic projector gives $(0.08284+0.18629+0.20280)/3 = 0.47193/3 = 0.15731$ times the unit matrix, which is also the finite-difference result for strains of the full-mesh $\Omega$. The positive sign means that expansion raises $\Omega$: the band term alone pulls the crystal inward, with a pressure of $-25.2$ GPa. The largest spurious shear is $8.5$ GPa in magnitude, 34% of the true diagonal element ($0.05319/0.15731$). The symmetrized forces and stresses were tested against the finite differences, for wedge and for random representatives, with a tolerance of $10^{-6}$ in the units above plus $10^{-5}$ of the reference value. The covariance laws for $\mathbf v$, $\mathbf F$, $s$ and $n$ were tested at a general $k$ by separate diagonalization at all 24 images.

The bare transport tensor is $0.4440$, $0.0392$, $0.0101$ on the diagonal and $0.0105$, $-0.0253$, $0.0029$ eV/Å off it, against a full-mesh value of $0.4933/3 = 0.1644$ eV/Å times the unit matrix, or $6.08\times10^6$ S/m for $\tau = 10$ fs. Here the larger fault is on the diagonal, where bare $xx$ is 2.7 times the true value. On this mesh the bare $\sigma_{xy} = 3.87\times10^5$ S/m is 6% of the true diagonal, the largest off-diagonal element, $xz$, is 15% of it ($0.0253/0.1644$), and the off-diagonal elements have mixed signs, since the argument from $v_i\ge0$ was special to the cosine band. Small off-diagonal elements are therefore no evidence that a bare tensor is right.

Quantities attached to atoms need the permutation even when they carry no direction. The bare site populations are $0.7730$, $0.8004$, $0.8168$, $0.8294$ for four equivalent atoms. The group sends each atom to each site three times, so the projection is the mean, $3.2196/4 = 0.8049$, the full-mesh value. In a self-consistent mean-field calculation a potential built from the bare populations would distinguish equivalent atoms, and the covariance that justified the reduction would no longer hold in the next iteration.

## Checks that a bare sum passes

By statement (c), no invariant linear functional can reveal a missing symmetrization. In the four-atom model $\Omega$ is $-11.301233$ eV from both 24 and 512 points, and the total population, the pressure and $d\Omega/du$ are equally unaffected. The total force passes for a different reason. It is not an invariant functional, but $\sum_c(\delta_{cb}-\delta_{ca}) = 1-1 = 0$ for every bond, so $\sum_c\mathbf F_c(k) = 0$ at each $k$ separately and in any weighted sum.

Statement (c) concerns functionals linear in the summand. A nonlinear invariant formed at each $k$, such as $|\mathbf v|^2$, is itself an invariant summand and may be summed with weights. A nonlinear function of the finished sum is not protected, even when every $D(g)$ leaves it unchanged: $\sum_b|\mathbf F_b|^2$ is invariant under rotation and permutation, yet the bare forces give $0.8855+1.0687+0.8415+1.1170 = 3.91$ (eV/Å)$^2$ against the true $12\times0.4216^2 = 2.13$ (eV/Å)$^2$. For the same reason a resistivity tensor must be obtained by inverting $PT_w$, not by projecting the inverse of $T_w$. What does expose the fault follows from (a): a correctly reduced result is unchanged when the representatives are replaced by other members of their orbits, while a faulty bare sum changes under some such replacement. Replacing every representative $k$ by $hk$ keeps the weights and turns $X_w$ into $D(h)X_w$. If this equals $X_w$ for every $h$, averaging over $h$ gives $PX_w = X_w$, the condition in (b). The bare tensor of the cubic band was tested to change under random replacement on all three meshes.

The program that produced the mesh sums, quadratures and finite differences above and asserts the tests mentioned is printed below with its output. The $48^3$ values quoted for the four-atom model as a measure of convergence are not part of that output. The remaining numbers (ratios, percentages, scalar products, sums of squares) are arithmetic on that output, carried out in the text.

## Table of computed values

```
A: t = 1 eV, a = 3.0 A, mu = -1.0 eV, kT = 0.2 eV, tau = 10 fs
sigma per unit T: 3.6981e+07 (S/m)/(eV/A); tensors listed xx yy zz xy xz yz
k0 = (1/4,1/6,1/12) 2pi/a, hv (eV A): 6.0000 5.1962 3.0000
hv hv at k0 (eV^2 A^2): 36.000 27.000 9.000 31.177 18.000 15.588
hv hv orbit mean (eV^2 A^2): 24.000 24.000 24.000 0.000 0.000 0.000
N = 12: 1728 points, 84 irreducible, electrons/cell 0.7127
  T bare wedge (eV/A): 0.2138 0.3540 0.1298 0.2514 0.1378 0.1768
  T full = projected (eV/A): 0.2325; bare xy / full xx: 1.0812
  T bare, random representatives (eV/A): 0.2265 0.2497 0.2214 0.0826 0.0722 -0.0894
N = 24: 13824 points, 455 irreducible, electrons/cell 0.7143
  T bare wedge (eV/A): 0.1898 0.3144 0.1120 0.2262 0.1241 0.1612
  T full = projected (eV/A): 0.2054; bare xy / full xx: 1.1013
N = 48: 110592 points, 2925 irreducible, electrons/cell 0.7143
  T bare wedge (eV/A): 0.1890 0.3144 0.1110 0.2265 0.1246 0.1622
  T full = projected (eV/A): 0.2048; bare xy / full xx: 1.1062
N = 48 T_xx from f times band curvature: 0.2048 eV/A
N = 48 sigma true diagonal: 7.5734e+06 S/m
N = 48 sigma bare xy, xz, yz: 8.377e+06 4.609e+06 5.998e+06 S/m
N = 48 bare sum of 2 f hv (eV A per cell): 3.3885 3.0213 1.4894
tetragonal tz = 0.5 eV, N = 12, T bare (eV/A): 0.3124 0.1748 0.0514 0.2023 0.1082 0.0685
tetragonal T full (eV/A): 0.2436 0.2436 0.0514 0.0000 0.0000 0.0000
cubic, 8^3 mesh shifted along x only, full T (eV/A): 0.2365 0.2041 0.2041 0.0000 0.0000 0.0000
sphere, wedge mean of n_i n_j: 0.7009 0.2348 0.0643 0.3676 0.1652 0.1039
sphere, mean off-diagonal / true diagonal: 0.636620; 2/pi = 0.636620
B: a = 4.0 A, u = 0.05, t0 = 1.0 eV, r0 = 2.8 A, lambda = 1.0 A, mu = 0.0 eV, kT = 0.2 eV
bond lengths (A): 2.5923 3.1496  hoppings (eV): -1.2308 -0.7050
12 space operations; 512 points, 24 irreducible; orbit sizes [8, 24]
R rows [[-1, 0, 0], [0, -1, 0], [0, 0, 1]] sends atoms 0..3 to [1, 0, 3, 2]
R rows [[0, 0, 1], [1, 0, 0], [0, 1, 0]] sends atoms 0..3 to [0, 3, 1, 2]
smallest band spacing on mesh: 0.0950 eV; electrons/cell 3.2196
Omega bare -11.301233 eV, full -11.301233 eV
site electrons bare: 0.7730 0.8004 0.8168 0.8294  symmetrized: 0.8049 0.8049 0.8049 0.8049
F atom 0 (eV/A) bare: 0.7149 -0.3320 0.5140  sym: 0.4216 0.4216 0.4216  fin.diff: 0.4216 0.4216 0.4216
F atom 1 (eV/A) bare: -0.8543 0.1737 0.5556  sym: -0.4216 -0.4216 0.4216  fin.diff: -0.4216 -0.4216 0.4216
F atom 2 (eV/A) bare: -0.7478 0.1897 -0.4963  sym: -0.4216 0.4216 -0.4216  fin.diff: -0.4216 0.4216 -0.4216
F atom 3 (eV/A) bare: 0.8873 -0.0314 -0.5733  sym: 0.4216 -0.4216 -0.4216  fin.diff: 0.4216 -0.4216 -0.4216
F atom 0, rotation without permutation (eV/A): 0.0000 0.0000 0.0000
F atom 0, reversed permutation (eV/A): 0.1966 -0.0263 0.1286
|F| true per atom: 0.7302 eV/A; bare sum of forces: 0.0000 0.0000 0.0000 eV/A
dOmega/d(a u) bare -5.05887 eV/A, fin.diff -5.05887 eV/A
stress bare (eV/A^3): 0.08284 0.18629 0.20280 -0.02389 -0.02682 -0.05319
stress sym  (eV/A^3): 0.15731 0.15731 0.15731 0.00000 0.00000 0.00000
stress fin.diff (eV/A^3): 0.15731 0.15731 0.15731 0.00000 0.00000 0.00000
band pressure -25.204 GPa; largest spurious shear 8.522 GPa
T bare (eV/A): 0.4440 0.0392 0.0101 0.0105 -0.0253 0.0029
T full = projected (eV/A): 0.1644 0.1644 0.1644 0.0000 0.0000 0.0000
sigma true diagonal 6.0811e+06 S/m; bare xy 3.8740e+05 S/m
```
